Coherent Photon State Produced by a Prescribed Conserved Current

**1. One driven mode**

Take one field mode of frequency ω, with [a,a†] = 1, driven by a prescribed complex function f(t) that vanishes at early and late times:

H = ω a†a − f(t)a† − f*(t)a.    (1)

Units are ħ = c = ε₀ = 1 (Heaviside–Lorentz), and the zero-point energy is dropped. The free oscillation is removed by passing to the interaction picture, |ψ_I⟩ = exp(iωt a†a)|ψ⟩. There a† acquires the factor e^{iωt}, so that

i d|ψ_I⟩/dt = H_I|ψ_I⟩,  H_I = −F a† − F* a,  F(t) = f(t)e^{iωt}.    (2)

Try an evolution operator U(t) = e^{iφ(t)}D(t), with φ real and

D = exp(−|α|²/2) exp(αa†) exp(−α*a),    (3)

where α(t) and φ(t) start from zero. To differentiate D, the operator a produced by the last exponential must be moved to the left through exp(αa†). The rule is

exp(αa†) a exp(−αa†) = a − α,

because the derivative of the left side with respect to α is exp(αa†)[a†,a]exp(−αa†) = −1. With a dot for d/dt,

dD/dt = [−½(α̇α* + αα̇*) + α̇a† − α̇*(a − α)]D
      = [α̇a† − α̇*a + ½(α̇*α − α̇α*)]D.    (4)

Matching i dU/dt = H_I U in the coefficient of a† requires iα̇ = −F, hence α̇ = iF. The coefficient of a is then −iα̇* = −F*, as required. The remaining number in i dD/dt is

(i/2)(α̇*α − α̇α*) = (i/2)(−iF*α − iFα*) = Re(F*α).

The phase factor contributes −φ̇, which must cancel this number, so φ̇ = Re(F*α). Integration gives

α(t) = i∫_{−∞}^{t} dt′ F(t′),    (5)

φ = −∫dt ∫_{−∞}^{t}dt′ Im[F*(t)F(t′)].    (6)

Since the Schrödinger equation and the initial condition fix U, this is its solution for arbitrary coupling strength. From here on, α without an argument is the late-time value.

Acting on the vacuum, exp(−α*a) gives 1, and therefore

U|0⟩ = e^{iφ} e^{−|α|²/2} Σ_n (αⁿ/√n!)|n⟩.    (7)

This is a coherent state: a lowers each term to the preceding one and multiplies the sum by α. The probability of n quanta is e^{−|α|²}|α|^{2n}/n!, a Poisson law with mean |α|².

The late-time amplitude samples the force at the mode's own frequency. A real force that is switched on and off slowly displaces the oscillator while it acts. Completing the square in (1) gives

H = ω(a† − f/ω)(a − f/ω) − f²/ω,

so the instantaneous ground state has amplitude f/ω. That displacement disappears with the force if the force has no Fourier component at ω. The quanta counted below are those left after the source has stopped, and the temporary displacement is not part of the count.

**2. From the electromagnetic field to driven modes**

Let j^μ = (ρ,**j**) be a prescribed real current, smooth and localized in space, which vanishes sufficiently fast as t → ±∞ and obeys

∂ρ/∂t + ∇·**j** = 0.    (8)

The metric is (+,−,−,−) and the interaction Lagrangian is −∫d³x j_μA^μ = ∫d³x(−ρΦ + **j**·**A**). In Coulomb gauge, ∇·**A** = 0 and **E** = −∇Φ − ∂**A**/∂t. The cross term ∇Φ·∂**A**/∂t in ½**E**² integrates to zero after partial integration, because **A** has no divergence. Gauss's law, −∇²Φ = ρ, gives ½∫(∇Φ)² = ½∫ρΦ. The scalar terms in the Lagrangian therefore add up to

½∫ρΦ − ∫ρΦ = −E_C(t),  E_C = ½∫d³x ρΦ.

For a prescribed ρ this is a number, so it affects only the overall phase of the state. The momentum conjugate to **A** is **Π** = ∂**A**/∂t, and

H = ½∫d³x[**Π**² + (∇×**A**)²] − ∫d³x **j**·**A** + E_C.    (9)

In a periodic box of volume V, for **k** ≠ 0 and two transverse unit polarization vectors **ε**, write

**A**(**x**) = Σ_{kλ}(2ωV)^{−1/2}[**ε** a e^{i**k**·**x**} + **ε*** a† e^{−i**k**·**x**}],  ω = |**k**|,
**Π**(**x**) = Σ_{kλ}(−i)(ω/2V)^{1/2}[**ε** a e^{i**k**·**x**} − **ε*** a† e^{−i**k**·**x**}].

Each mode has its own a, with [a,a†] = 1, and different modes commute. The electric and magnetic energies each contribute (ω/4)(aa† + a†a) per mode, while the aa and a†a† terms, which couple **k** with −**k**, have opposite signs in the two energies and cancel in their sum. The sum is ω(a†a + ½), which confirms the normalization. The mode **k** = 0 is omitted; it has no weight in the infinite-volume integral when that integral converges.

With **j**(**k**,t) = ∫d³x e^{−i**k**·**x**}**j**(**x**,t), the source term becomes

−∫d³x **j**·**A** = −Σ(f a† + f* a),  f(t) = **ε***·**j**(**k**,t)/√(2ωV).    (10)

Each mode has the Hamiltonian (1). Define the on-shell transform

j̃^μ(k) = ∫dt d³x e^{iωt − i**k**·**x**} j^μ(**x**,t),  ω = |**k**|.    (11)

Equation (5) then gives

α_{kλ} = i **ε***·**j̃**(k)/√(2ωV).    (12)

The modes evolve independently, so the final state is the product of the states (7). Its phase is the sum of the mode phases minus ∫E_C dt. No photon probability depends on that phase.

**3. Total photon number**

Label the modes by m and set N = Σ_m|α_m|². If N is finite and nonzero, the operator

b† = N^{−1/2} Σ_m α_m a_m†    (13)

satisfies [b,b†] = N^{−1}Σ_m|α_m|² = 1. It creates one photon in a normalized wave packet. Multiplying the exponentials exp(α_m a_m†) of all modes gives

|out⟩ = e^{iφ_tot} e^{−N/2} exp(√N b†)|0⟩
      = e^{iφ_tot} e^{−N/2} Σ_n (N^{n/2}/√n!)|n_b⟩.    (14)

Complete b to an orthonormal set of mode operators. This is a unitary change of basis, so the total number operator is b†b plus the number operators of the other packets, which are all empty here. Hence

P_n = e^{−N}Nⁿ/n!,  ⟨n⟩ = N,  Var(n) = N.    (15)

The same argument applies to any subset of the modes. The number of photons in a frequency band or a range of directions is Poisson distributed, with the mean restricted to that subset.

**4. The covariant mode integral**

It remains to sum over polarizations. The vectors **ε**₁, **ε**₂ and **k̂** = **k**/ω form an orthonormal basis, so

Σ_λ|**ε**_λ*·**j̃**|² = |**j̃**|² − |**k̂**·**j̃**|².    (16)

Multiply (8) by e^{iωt−i**k**·**x**} and integrate over spacetime. Partial integration moves the derivatives onto the exponential with a change of sign:

−iωρ̃ + i**k**·**j̃** = 0,  so  **k̂**·**j̃** = ρ̃.    (17)

The right side of (16) is therefore

|**j̃**|² − |ρ̃|² = −j̃*_μ j̃^μ.    (18)

The minus sign comes from the metric, in which j̃*_μj̃^μ = |ρ̃|² − |**j̃**|². By (16) the combination (18) is never negative. Inserting it into N = Σ|α|² and replacing V^{−1}Σ_k by ∫d³k/(2π)³ gives

N = ∫ d³k/[(2π)³2ω] (−j̃*_μ j̃^μ).    (19)

Weighting each mode by ω gives the mean radiated energy:

E = ½∫ d³k/(2π)³ (−j̃*_μ j̃^μ).    (20)

This is also the energy of the classical radiation field, because replacing each a by its expectation value in the free-field energy gives Σω|α|².

For numerical work, the projected vector **j̃**_T = **j̃** − **k̂**(**k̂**·**j̃**) is safer than the difference (18) when **j̃** is nearly parallel to **k**, where two nearly equal numbers are subtracted. If a discretized current violates (8), the two expressions differ by

(|**j̃**|² − |ρ̃|²) − |**j̃**_T|² = |**k̂**·**j̃**|² − |ρ̃|².

A nonzero value therefore reveals a faulty current. The converse does not hold, since equal magnitudes do not ensure equal phases; the stricter check is (17) itself.

**5. Worked example: a smeared dipole pulse**

Conservation is easiest to guarantee by starting from a dipole density P_z = p(t)g(**x**) and setting

ρ = −p ∂g/∂z,  j_z = (dp/dt) g.

The two terms of (8) then cancel identically. Choose

p(t) = p₀ exp(−t²/2τ²) cos ω₀t,
g(**x**) = (2πs²)^{−3/2} exp(−|**x**|²/2s²).

These are round model parameters in a length unit L: p₀ = 3 L, τ = 4 L, ω₀ = 1/L and s = 0.5 L. The elementary charge in these units is e = √(4πα_fs) = 0.3028, where α_fs is the fine-structure constant, so p₀ = 9.907 eL.

The spatial transform of g is exp(−s²ω²/2) on shell. Partial integration gives j̃_z = −iωp̃g̃ and ρ̃ = −ik_z p̃g̃, where p̃(ω) = ∫dt e^{iωt}p(t). With θ the angle between **k** and the dipole axis,

−j̃*_μj̃^μ = (ω² − k_z²)|p̃|²g̃² = ω² sin²θ |p̃|² e^{−s²ω²}.    (21)

The cosine contains two exponentials, so

p̃(ω) = p₀τ√(2π)/2 · {exp[−(ω−ω₀)²τ²/2] + exp[−(ω+ω₀)²τ²/2]}.

At **k** = (0.5, −0.4, 0.8)/L, quadrature of the explicit current gives |**j̃**|² = 180.897 L² and |ρ̃|² = 110.261 L². Their difference is 70.636 L², equal to the separately computed polarization sum. Using |**j̃**|² alone would count a longitudinal part that radiates no photons.

In (19), d³k = ω²dω dΩ and ∫dΩ sin²θ = 8π/3. The prefactor is (8π/3)/(16π³) = 1/(6π²), and

N = (1/6π²)∫₀^∞dω ω³|p̃|²e^{−s²ω²} = 1.3727.    (22)

An explicit sum over the modes and polarizations of a box with side 40 L gives the same value to the printed digits. From (15),

P₀ = e^{−1.3727} = 0.25342,
P₁ = 1.3727 × 0.25342 = 0.3479,
P₂ = (1.3727/2) × 0.3479 = 0.2388.

The standard deviation is √1.3727 = 1.172. About a quarter of identical pulses leave no photon, although each pulse has the same classical current.

The mean energy has one more power of ω in the integrand:

E = (1/6π²)∫₀^∞dω ω⁴|p̃|²e^{−s²ω²} = 1.4728/L.

For L = 1 μm this is 0.2906 eV. A separate time-domain calculation of the classical far-field energy agrees. The energy per photon is 1.4728/1.3727 = 1.073 in units of 1/L, slightly above ω₀. The reason is the weight ω³e^{−s²ω²} in (22), which rises across the pulse spectrum. Its logarithmic slope at ω₀ is 3/ω₀ − 2s²ω₀ = 2.5 L. The Gaussian |p̃|² near ω₀ has variance 1/(2τ²) = 1/(32 L²). Write the weight near ω₀ as proportional to 1 + (slope)(ω − ω₀) and average ω − ω₀ over this Gaussian; the result is the slope times the variance. To first order in that variance, the mean shifts upward by 2.5/32 ≈ 0.08 in units of 1/L, close to the computed 0.07.

The state itself was checked by solving the Schrödinger equation for two modes of a smaller box with sides 6 L, 5 L and 6 L along x, y and z, so that V = 180 L³. Mode 1 has **k** = (2π/6, 0, 0)/L and mode 2 has **k** = (0, 2π/5, 0)/L, both polarized along z. The same pulse drives them, with its source centred at (0.4, 0.3, 0) L. Equation (12) gives

α₁ = 0.6347 − 0.2826i,  |α₁|² = 0.4827,
α₂ = 0.4004 − 0.1585i,  |α₂|² = 0.1855.

The mean total number is 0.6682. The evolved state differs from the product of states (7), including the phase (6), by a vector of norm 1.7 × 10⁻⁷, compared with unit norm for the state. This size reflects the time grid and integration tolerances used, and it shrinks when they are tightened. Its total-number distribution is Poisson within the tolerance of the test. The numerical check contains these comparisons.

**6. When the mean number is not finite**

Averaged over directions, the integrand of (19) behaves as ω(−j̃*_μj̃^μ)dω. A squared current proportional to 1/ω² therefore gives a logarithmic divergence at either end of the frequency range. At high frequency, smoothness of the source in space and time provides convergence. At low frequency, the problem is a charge whose velocity has changed permanently.

Consider a charge q that starts at rest and ends with speed v along z. Let z(t) be its position, u(t) its speed and c = cos θ. The magnitude of its transverse current is

|**j̃**_T| = q sin θ |∫dt u e^{iω(t−cz)}|.

The integral is defined with a very slow switch-off at late times. Since d(t − cz)/dt = 1 − cu, partial integration gives

∫dt u e^{iω(t−cz)} = (i/ω)∫dt e^{iω(t−cz)} d/dt[u/(1−cu)].    (23)

When ω is small compared with the inverse acceleration time, the exponential is constant while the speed changes, up to a phase. The magnitude of (23) becomes v/[ω(1−cv)]. The charge density of a single charge does not vanish at early or late times, so (19) is used here in its polarization-sum form, with |**j̃**_T|² in place of −j̃*_μj̃^μ, which needs only the current. It yields

dN/d ln ω = (q²/8π²)∫_{−1}^{1}dc v²(1−c²)/(1−vc)².    (24)

Substitute w = 1 − vc, for which v²(1−c²) = −(1−v²) + 2w − w². The integral becomes

(1/v)∫_{1−v}^{1+v}dw[−(1−v²)/w² + 2/w − 1]
= (1/v){(1−v) − (1+v) + 2 ln[(1+v)/(1−v)] − 2v},

and hence

dN/d ln ω = (q²/8π²){(2/v)ln[(1+v)/(1−v)] − 4}.    (25)

For small v the brace is approximately 4v²/3. It is positive for every 0 < v < 1, because the integrand in (24) is positive inside the range. Once ω is far below the inverse acceleration time, each further decade toward lower frequency thus adds the same mean number, and N diverges.

For q = e and v = 0.6, (25) gives 7.212 × 10⁻⁴ per unit of ln ω, or 0.00166 photons per decade. The spectrum of a smoothly accelerated charge approaches this value: at ω times the ramp time equal to 0.01 and 0.001, the program finds 7.2116 × 10⁻⁴ and 7.2121 × 10⁻⁴.

The increase is slow, but it has a consequence of principle. As the lower cutoff goes to zero, N → ∞ and every P_n at fixed n tends to zero, so (14) no longer defines a normalized state in the original Fock space. The number above a stated minimum frequency remains Poisson distributed and finite, provided the high-frequency integral converges. Such a calculation must report its cutoff.

**7. What the prescribed source leaves out**

The current in (9) is a given function, so the source does not recoil, lose energy or become entangled with the photons. The result is exact for this model. It approximates a real source when emission changes the source's current negligibly and the current's own quantum fluctuations are negligible too. The second condition is separate from the first. Suppose a source is in a superposition of two orthogonal states, each with its own fixed current, and the two currents give different values of N. Emission leaves each current unchanged, yet the source becomes entangled with the field, and the photon number follows a mixture of two Poisson laws.

The Poisson law for the total number also requires the same N in every run. A random delay, displacement or rotation of the source leaves N unchanged, but a current whose strength or spectrum varies between runs generally makes N a random number. For a given N, ⟨n²⟩ = N² + N. Averaging over runs, written as mean, gives

Var(n) = mean(N² + N) − (mean N)² = mean N + Var(N).

Fluctuations of N therefore raise the variance above the mean. The initial state matters as well: U displaces whatever field was present, and the state (14) is its result for the vacuum.

Values computed for the example and the checks

```
INPUT (hbar = c = epsilon_0 = 1)
dipole amplitude p0 = 3.0 L; pulse width tau = 4.0 L
carrier omega0 = 1.0 1/L; smearing s = 0.5 L
CURRENT AT k = (0.5, -0.4, 0.8) 1/L
omega = 1.02470 1/L
|j|^2 = 180.89715 L^2; |rho|^2 = 110.26112 L^2
-j*.j = 70.63603 L^2; polarization sum = 70.63603 L^2
TWO DRIVEN BOX MODES, EVOLVED FROM VACUUM
box volume = 180 L^3; frequencies = 1.04720, 1.25664 1/L
alpha_1 = +0.63469 -0.28258 i
alpha_2 = +0.40042 -0.15854 i
mean total number = 0.66816; phase = 0.11985 rad
norm of state difference from coherent state = 1.7e-07
P(0): evolution 0.512652, Poisson 0.512652
P(1): evolution 0.342533, Poisson 0.342533
P(2): evolution 0.114433, Poisson 0.114433
P(3): evolution 0.025486, Poisson 0.025486
WHOLE RADIATION FIELD
N from mode integral = 1.372700
N from box sum, side 40 L = 1.372700
standard deviation of photon number = 1.17162
P(0) = 0.25342
P(1) = 0.34787
P(2) = 0.23876
P(3) = 0.10925
P(4) = 0.03749
P(5) = 0.01029
mean radiated energy = 1.472813 1/L
classical far-field energy = 1.472813 1/L
mean energy / mean number = 1.07293 1/L
for L = 1 micrometre: mean energy = 0.29063 eV
elementary charge e = 0.30282; p0 = 9.9068 e L
INFRARED: ONE CHARGE e, REST TO SPEED 0.6 c
dN/dln(omega) at omega*ramp time = 0.010: 0.00072116
dN/dln(omega) at omega*ramp time = 0.001: 0.00072121
low-frequency formula = 0.00072121
added mean number per decade = 0.00166066
```
